# The 0.886/N Bandwidth of a Weakly Reflecting EUV Multilayer, part 2

How wide is the first-order reflectance peak of a mirror made of \(N\) identical bilayers at normal incidence? Each bilayer is a slab (index \(n_a\), thickness \(d_a\)) followed by a spacer (\(n_s\), \(d_s\)). Fields vary as \(e^{-i\omega t}\), a forward wave is \(e^{2\pi i n z/\lambda}\), and \(\lambda\) is the vacuum wavelength. Phases are in radians.

The optical period is \(P=n_ad_a+n_sd_s\), and the design wavelength is \(\lambda_0=2P\). The round-trip phase per bilayer is

\[
\phi=\frac{4\pi P}{\lambda}=2\pi+\delta,\qquad x=\frac{N\delta}{2}.
\]

One bilayer reflects the amplitude \(r_b\). For quarter-wave layers at first order, \(|r_b|=2|\rho|\), with

\[
\rho=\frac{n_s-n_a}{n_s+n_a}.
\]

With single scattering and no loss, bilayers \(m=0,1,\ldots,N-1\), counted from the front, give the total amplitude

\[
r=r_b\sum_{m=0}^{N-1}e^{im\phi}.
\]

For large \(N\), the reflectance \(R\) divided by its peak value \(R_{\rm peak}\) is \((\sin x/x)^2\). Half height lies at \(x=\pm x_0\), with \(x_0=1.391557\). The logarithm of this profile has slopes \(\mp2\kappa\) there, where

\[
\kappa=\frac1{x_0}-\cot x_0=0.5374.
\]

With constant indices, the full width at half maximum (FWHM) \(\Delta\lambda\) obeys the law

\[
\frac{\Delta\lambda}{\lambda_0}\simeq\frac{0.886}{N},
\]

where 0.886 stands for \(2x_0/\pi=0.885893\). A perturbation of the log-profile that is odd in \(x\) and of order \(1/N\) shifts the peak without changing its width at that order.

At finite \(N\), with \(r_b\) held fixed, the phase width is multiplied by \(1+C/N^2\), where \(C=x_0/(6\kappa)=0.4315\). For weak quarter-wave stacks, including the variation of \(r_b\) and the conversion to wavelength,

\[
N\frac{\Delta\lambda}{\lambda_0}
\simeq0.885893\left(1+\frac{0.304}{N^2}\right).
\]

Results are tested against transfer-matrix solutions of Maxwell's equations, which include all multiple reflections. The law assumes weak, lossless layers with constant indices; absorption, dispersion and repeated reflection are now added.

### Adding absorption

Write the index as \(n=1-\delta_n+i\beta\), where the subscript separates the index decrement from the phase error. The wave \(e^{2\pi inz/\lambda}\) then decays as \(e^{-2\pi\beta z/\lambda}\). Over a round trip through one bilayer the amplitude is multiplied by \(e^{-a}\), with

\[
a=\frac{4\pi}{\lambda_0}\left(\beta_ad_a+\beta_sd_s\right).
\]

The variation of \(a\) with wavelength across the peak is an odd perturbation of order \(1/N\) at fixed \(Na\), so it can be dropped here. Scattering is still single. The sum now has the ratio \(e^{-a+i\delta}\), the factor \(e^{2\pi i}\) being one. Define

\[
A=\frac{Na}{2}.
\]

The squared numerator of the geometric sum is

\[
\left|1-e^{-2A+2ix}\right|^2
=1-2e^{-2A}\cos2x+e^{-4A}
=2e^{-2A}(\cosh2A-\cos2x).
\]

With \(\cosh2A=1+2\sinh^2A\) and \(\cos2x=1-2\sin^2x\), this becomes \(4e^{-2A}(\sinh^2A+\sin^2x)\). The denominator has the same form with \(A/N\) and \(x/N\) in place of \(A\) and \(x\). For large \(N\) it tends to \(4e^{-a}(A^2+x^2)/N^2\). All phasors align at \(x=0\), where the sum is largest, so the normalized profile is

\[
\frac{R}{R_{\rm peak}}=\frac{A^2}{\sinh^2A}\,
\frac{\sinh^2A+\sin^2x}{A^2+x^2}.
\]

For \(A\to0\) the earlier profile returns. The expression is even in \(A\), so weak loss affects the width at second order. To find the coefficient, expand the logarithm in \(A^2\). The change at \(x_0\) is

\[
A^2\left(\frac1{\sin^2x_0}-\frac1{x_0^2}-\frac13\right)
=A^2\left(\frac1{x_0^2}-\frac13\right)=0.183A^2,
\]

since \(\sin^2x_0=x_0^2/2\). The half-height point moves by \(\eta\), where \(-2\kappa\eta+0.183A^2=0\). The relative broadening is therefore

\[
\frac{\eta}{x_0}=\frac{0.183A^2}{2\kappa x_0}=0.122A^2 .
\]

For \(A\gg1\), \(\sinh^2A\) exceeds \(\sin^2x\) by far and the profile becomes \(A^2/(A^2+x^2)\). Its half-height point is \(x=A\), which gives a relative width \(2A/(\pi N)=a/\pi\). The number of bilayers has dropped out, because the light does not reach the deepest ones.

The full profile was tested with \(N=80\) and \(\beta=0.004\) in both materials, for which \(A=1.005\). It gives a relative width of 0.012466; the transfer matrices give 0.012467. The lossless value is \(0.8859/80=0.01107\), so this fairly strong loss broadens the peak by about 13 %.

### Letting the indices vary

Let \(s_j\) be the slope of the index decrement of layer \(j\) with respect to \(\ln\lambda\). Near \(\lambda_0\), \(n_j\) then changes by \(-s_j\ln(\lambda/\lambda_0)\). The logarithm of \(\phi=4\pi P/\lambda\) has the derivative

\[
\frac{d\ln\phi}{d\ln\lambda}=-1+\frac{d\ln P}{d\ln\lambda}=-(1+D),
\qquad
D=\frac{s_ad_a+s_sd_s}{P}.
\]

Unequal slopes also change the contrast \(n_s-n_a\) across the peak, by a relative amount of order \(|s_a-s_s|/(N|n_s-n_a|)\). If this amount is small, the earlier argument for odd perturbations applies, and the phase width needed to reach half height is nearly unchanged. For very weak contrast and unequal slopes it need not be small, and the formula below can then fail. Where the condition holds, a given change of wavelength produces \(1+D\) times as much phase. Hence

\[
\frac{\Delta\lambda}{\lambda_0}\simeq\frac{0.886}{N(1+D)} .
\]

For \(s_j=0\) the old law returns. A positive slope narrows the peak. In a test with \(N=80\), weak contrast and \(s_a=s_s=0.06\), the formula gives \(0.011074/1.06=0.010447\), in agreement with the transfer-matrix value 0.010447.

### Letting the wave scatter repeatedly

Return to lossless layers with constant indices, and let \(N\) be large while

\[
q=N|r_b|
\]

stays finite. Each bilayer then changes the waves little, and the bilayer number \(m\) can be treated as continuous. Let \(f\) and \(b\) be the forward and backward amplitudes, with the phase common to all bilayers at the design wavelength removed. Each gains half of the round-trip phase error per bilayer:

\[
\frac{df}{dm}=\frac{i\delta}{2}f+\tilde r\,b,\qquad
\frac{db}{dm}=-\frac{i\delta}{2}b-r_bf .
\]

The term \(-r_bf\) has its sign because \(b\) grows towards the front of the stack. The coefficient \(\tilde r\) follows from energy conservation. The net flux is proportional to \(|f|^2-|b|^2\), and

\[
\frac{d}{dm}\left(|f|^2-|b|^2\right)
=2\,{\rm Re}\left[(\tilde r+r_b^*)f^*b\right].
\]

This must vanish for all \(f\) and \(b\), so \(\tilde r=-r_b^*\). Second-order phase shifts within a bilayer are of size \(|r_b|^2\). Over the stack they amount to about \(q^2/N\) and vanish in the limit considered.

Put \(\tau=m/N\) and absorb the constant phase of \(r_b\) in \(b\). The equations become

\[
f'=ixf-qb,\qquad b'=-ixb-qf .
\]

Differentiate the second and insert the first, using \(qf=-b'-ixb\):

\[
b''=-ixb'-ix(qf)+q^2b
=-ixb'+ix(b'+ixb)+q^2b=(q^2-x^2)b .
\]

No wave enters from behind, so \(b(1)=0\). With \(y^2=x^2-q^2\) the solution is \(b=K\sin[y(1-\tau)]\). At the front face \(b(0)=K\sin y\) and \(b'(0)=-Ky\cos y\), hence \(f(0)=K(y\cos y-ix\sin y)/q\). The reflectance \(|b(0)/f(0)|^2\) is

\[
R=\frac{q^2\sin^2y}{y^2\cos^2y+x^2\sin^2y}
=\frac{q^2G}{1+q^2G},\qquad G=\left(\frac{\sin y}{y}\right)^2 .
\]

The second form uses \(x^2=y^2+q^2\). For \(|x|<q\), \(y\) is imaginary and the sine becomes a hyperbolic sine; \(G\) remains real. At \(x=0\) this gives \(R_{\rm peak}=\tanh^2q\), which stays below one. For \(q\to0\) it gives \(R\to q^2(\sin x/x)^2\), the single-scattering result.

### The first broadening

For small \(q\), \(G\) at the peak is \((\sinh q/q)^2\simeq1+q^2/3\), so half of the peak reflectance is

\[
\frac{R_{\rm peak}}2\simeq\frac{q^2}{2}\left(1+\frac{q^2}{3}-q^2\right)
=\frac{q^2}{2}\left(1-\frac{2q^2}{3}\right).
\]

At the half-height point \(G\) is near \(1/2\), and \(R\simeq q^2G(1-q^2/2)\). Equating the two gives

\[
G=\frac12\left(1-\frac{q^2}{6}\right).
\]

Since \(\ln G\) has slope \(-2\kappa\) at \(x_0\), \(y=x_0+q^2/(12\kappa)\). Converting back, \(x=\sqrt{y^2+q^2}\simeq y+q^2/(2x_0)\). The relative broadening is

\[
\left(\frac1{12\kappa x_0}+\frac1{2x_0^2}\right)q^2
=(0.111+0.258)q^2\simeq0.37q^2 .
\]

The transfer matrices at \(N=40\), \(q=0.1\) give the coefficient 0.3693. In a test of the power law, doubling \(q\) to 0.2 at fixed \(N\) raised the broadening by a factor of 3.989. For a lossless stack with constant indices, keeping this effect below 5 % requires \(N|r_b|\) below about 0.37.

### Saturation

For large \(q\), \(R_{\rm peak}\simeq1\), and half height means \(q^2G=1\), or \(q|\sin y|=y\). The first solution outside the band \(|x|<q\) approaches \(y=\pi\). Then \(x=\sqrt{q^2+y^2}\) approaches \(q\) in relative terms, and

\[
\frac{\Delta\lambda}{\lambda_0}\to\frac{2q}{\pi N}=\frac{2|r_b|}{\pi}
\]

for small \(|r_b|\). Contrast now sets the width and \(N\) has disappeared. The two limiting laws cross at \(N|r_b|=x_0\simeq1.4\). Near that value neither is accurate.

### A mirror for which the law is useful

Take \(N=10\) quarter-wave pairs of B4C and Si at \(\lambda_0=13.5\) nm, on silicon and facing vacuum. The constants are rough typical values: \(\delta_n=0.036\), \(\beta=0.005\) for B4C, and \(\delta_n=0.001\), \(\beta=0.002\) for Si. The real indices are 0.964 and 0.999, so

\[
d_{\rm B4C}=\frac{13.5}{4(0.964)}=3.501\ {\rm nm},\qquad
d_{\rm Si}=\frac{13.5}{4(0.999)}=3.378\ {\rm nm}.
\]

The contrast gives \(\rho=0.035/1.963=0.01783\) and \(q=20\rho=0.357\). Single scattering predicts a peak reflectance \(q^2=0.127\) and

\[
\Delta\lambda=\frac{0.8859}{10}(13.5\ {\rm nm})=1.196\ {\rm nm},
\]

or 8.14 eV at a photon energy of 91.84 eV, by the first-order conversion \(\Delta E/E\simeq\Delta\lambda/\lambda_0\).

**Multiple scattering.** The estimate \(0.37q^2\) is a broadening of 4.7 %. The lossless transfer-matrix calculation gives 4.5 % relative to the weak ten-pair stack, and a peak reflectance of 0.117.

**Absorption.** The exponent is

\[
Na=10\,\frac{4\pi}{13.5}\,[0.005(3.501)+0.002(3.378)]=0.226,
\]

so \(A=0.113\), and single scattering predicts a broadening of 0.16 %. The full calculation gives a narrowing of 0.22 % relative to the lossless stack, while the peak reflectance falls to 0.096. The single-scattering formula therefore does not give even the sign of this small change in a stack with repeated reflection.

**Dispersion.** If \(\delta_n\propto\lambda^2\), as for nearly free electrons, the slope is \(2\delta_n\), or 0.072 for B4C. Silicon has an absorption edge near 12 nm, so this rule does not hold for it; a rough slope of 0.06, far above its \(2\delta_n=0.002\), is assumed instead. Then

\[
D=\frac{0.072(3.501)+0.060(3.378)}{6.75}=0.067 .
\]

The formula predicts a narrowing of 6.3 %; adding dispersion to the lossless transfer-matrix calculation gives 6.1 %. This is the largest single correction to the width found here, and it depends directly on the assumed slopes.

With all three effects the width is 1.17 nm, 1.9 % below the law. The closeness is partly a cancellation between broadening by repeated reflection and narrowing by dispersion. It does not show that each effect is below 2 %.

**Imperfect layers.** Let interface heights have a Gaussian spread \(\sigma=0.4\) nm, and take the index as one in this estimate. Averaging the round-trip phase factor reduces the amplitude by \(e^{-(4\pi\sigma/\lambda)^2/2}\) and the reflectance by the square of that, 0.87 at 13.5 nm. This factor is smooth in wavelength, and in a very weak lossless stack it changes the width by 0.05 %. A linear drift of the period by 2 % from front to back changes the width of that stack by about 0.01 %. These figures do not carry over to the B4C/Si mirror. There roughness also lowers \(q^2\) by the factor 0.87 and so removes part of the broadening by repeated reflection, which narrows the peak by about 0.5 %; the same drift narrows it by about 0.1 %. The accumulated phase error of such a drift is about \(2\pi(0.02)N/8=0.16\) rad at mid-stack, which is small for ten pairs but grows with \(N\) at fixed drift.

### Beside a real EUV mirror

A Mo/Si mirror for 13.5 nm lithography can have 40 pairs; the ten-pair B4C/Si stack has far fewer pairs and a far lower reflectance. With rough values \(\delta_n=0.076\), \(\beta=0.006\) and slope 0.152 for Mo, a 40-pair quarter-wave stack has \(N|r_b|=3.12\). The assumption that fails most is single scattering; loss and dispersion change the width less. The law gives 0.299 nm, the lossless calculation 0.836 nm, and the calculation with loss and dispersion 0.680 nm, with a peak reflectance of 0.73. That calculation still leaves out interdiffusion, roughness, oxidation and any departure from quarter-wave layers, so its width and reflectance are model results, not measured ones.

The lossless Mo/Si widths also show the saturation. Here \(|r_b|=3.12/40=0.078\), and the limit \(2|r_b|/\pi\) corresponds to 0.67 nm. The calculation gives 0.689 nm at 160 pairs, although the \(1/N\) law would have divided the 40-pair width by four. At 320 pairs the numerical output lists 0.6835 nm, while the condition \(q|\sin y|=y\) gives 0.675 nm. The first dip below half height is then about \(3\times10^{-5}\) wide in relative wavelength, narrower than the sampling step of \(6\times10^{-5}\) used to locate it. The search steps over that dip on the long-wavelength side and stops at the next one, so the listed value is too large by about 0.008 nm; on a wavelength grid fine enough to resolve the dip the width is 0.676 nm. The saturation itself follows from the coupled-wave result and does not rest on that last figure.

## Calculated quantities

```
half-height root x0 = 1.391557 rad
width constant 2*x0/pi = 0.885893
finite-N coefficient C: formula 0.4315
finite-N coefficient C: phasor sum 0.4316
weak stack N=10: N*FWHM/lambda0 = 0.888597
weak stack N=20: N*FWHM/lambda0 = 0.886567
weak stack N=40: N*FWHM/lambda0 = 0.886061
weak stack N=80: N*FWHM/lambda0 = 0.885935
second order, N=40: relative FWHM = 0.011077
absorption test, N=80, beta=0.004: A=1.0053
absorption width: formula 0.012466, full 0.012467
dispersion test slope = 0.060
dispersion test width, N=80 = 0.010447
scattering coefficient = 0.3693
excess ratio on doubling contrast = 3.989
--- B4C/Si example: rough typical constants ---
N = 10; wavelength = 13.5 nm; energy = 91.84 eV
B4C delta = 0.036, beta = 0.005
Si delta = 0.001, beta = 0.002
rough slopes: B4C 0.072, Si 0.060
thicknesses: B4C 3.501 nm, Si 3.378 nm
interface rho = 0.01783
N*|r_b| = 0.3566
single-scattering peak R = 0.1272
law: relative FWHM = 0.08859
law: FWHM = 1.1960 nm = 8.136 eV
weak finite-N FWHM = 1.1996 nm
lossless full: R=0.1174, FWHM=1.2541 nm
multiple-scattering width change = +4.54 %
total amplitude-loss exponent N*a = 0.2258
full with absorption: peak R = 0.0964
added absorption width change = -0.22 %
dispersion divisor = 1.0674
added dispersion width change = -6.09 %
all three: R=0.0966, FWHM=1.1735 nm
all three: width relative to law = -1.88 %
roughness 0.4 nm: peak factor = 0.8705
roughness width change = +0.05 %
period drift 2.0 %: width change = +0.01 %
--- Mo/Si comparison: rough typical constants ---
Mo delta=0.076, beta=0.006, slope=0.152
N=40: N*|r_b| = 3.120
N=40 law FWHM = 0.2990 nm
lossless N=40: FWHM = 0.8356 nm
lossless N=160: FWHM = 0.6889 nm
lossless N=320: FWHM = 0.6835 nm
N=40 with loss and dispersion: R = 0.7309
N=40 with loss and dispersion: FWHM = 0.6800 nm
```
